# Temporal-gauge photon exchange and the Coulomb repulsion from current continuity

Two electrons move in a fixed local potential \(V(\mathbf r)\). Each has the Dirac Hamiltonian \(h=\boldsymbol\alpha\cdot\mathbf p+\beta m+V\), with eigenstates \(|a\rangle\) of energy \(E_a\). They exchange one photon. Units are \(\hbar=c=1\) with \(e^2=4\pi\alpha_{\rm fs}\), where \(\alpha_{\rm fs}\) is the fine-structure constant. The attraction to the nucleus is contained in \(V\). The quantized field is described in the temporal gauge, \(A^0=0\), so no scalar potential acts between the electrons. The problem is to find where their electrostatic repulsion resides.

## (a) The propagator

**Question.** Find the field produced by a current \(\mathbf J\) when \(A^0=0\), and separate its response along and across the wave vector \(\mathbf k\).

**Solution.** With \(\mathbf E=-\partial_t\mathbf A\) and \(\mathbf B=\nabla\times\mathbf A\), the Lagrangian is

\[
\mathcal L=\int d^3r\left[\tfrac12(\partial_t\mathbf A)^2-\tfrac12(\nabla\times\mathbf A)^2+\mathbf J\cdot\mathbf A\right].
\]

Varying \(\mathbf A\) gives \(-\partial_t^2\mathbf A-\nabla\times(\nabla\times\mathbf A)+\mathbf J=0\). For a Fourier component \(e^{i\mathbf k\cdot\mathbf r-i\omega t}\), the double curl becomes \(k^2\mathbf A-\mathbf k(\mathbf k\cdot\mathbf A)\). Hence

\[
M_{ij}A_j=-J_i,\qquad M_{ij}=(\omega^2-k^2)\delta_{ij}+k_ik_j .
\]

On a vector perpendicular to \(\mathbf k\), \(M\) acts as \(\omega^2-k^2\). On a vector along \(\mathbf k\), the two \(k^2\) terms cancel and \(M\) acts as \(\omega^2\). With \(\hat{\mathbf k}=\mathbf k/k\), the inverse is therefore

\[
M^{-1}_{ij}=\frac{\delta_{ij}-\hat k_i\hat k_j}{\omega^2-k^2}+\frac{\hat k_i\hat k_j}{\omega^2}
=\frac{\delta_{ij}-k_ik_j/\omega^2}{\omega^2-k^2}.
\]

The second form follows because its longitudinal value is \((1-k^2/\omega^2)/(\omega^2-k^2)=1/\omega^2\).

The transverse modes are oscillators of frequency \(k\). The longitudinal mode has no magnetic energy and so no restoring force: it obeys \(\ddot A_L=J_L\), like a free particle. That is the origin of the double pole at \(\omega=0\).

## (b) The interaction between the electrons

**Question.** Turn this response into an interaction operator, and fix its sign.

**Solution.** The action is quadratic, \(\tfrac12AMA+JA\) in condensed notation. At the solution \(A=-M^{-1}J\) it equals

\[
W=\tfrac12JM^{-1}J-JM^{-1}J=-\tfrac12JM^{-1}J .
\]

For \(J=J_1+J_2\), the two equal cross terms give \(-J_1M^{-1}J_2\). Integrating out the field multiplies the amplitude by \(e^{iW}\), while an energy shift \(U\) acting for a time \(\mathcal T\) multiplies it by \(e^{-iU\mathcal T}\). At leading order, then, \(U=-W/\mathcal T\), or \(+J_1M^{-1}J_2\) per unit time.

A Dirac electron of charge \(-e\) at \(\mathbf r_n\) has the current \(-e\boldsymbol\alpha_n\delta(\mathbf r-\mathbf r_n)\). The charges multiply to \(e^2\), and with \(\mathbf r_{12}=\mathbf r_1-\mathbf r_2\),

\[
I(\omega)=e^2\!\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r_{12}}\,
\alpha_{1i}\alpha_{2j}\left[\frac{\delta_{ij}-\hat k_i\hat k_j}{\omega^2-k^2+i0}+\frac{\hat k_i\hat k_j}{\omega^2}\right].
\]

The \(i0\) selects the Feynman propagator. The sign can be checked on steady parallel currents: they are transverse, and at \(\omega=0\) they give \(-\mathbf J_1\cdot\mathbf J_2/k^2\), the known attraction.

Every term contains \(\boldsymbol\alpha_1\) and \(\boldsymbol\alpha_2\). No product of charge densities appears.

## (c) The longitudinal term

**Question.** Evaluate the longitudinal term for \(c\to a\) on electron 1 and \(d\to b\) on electron 2, with \(E_a+E_b=E_c+E_d\) and \(\omega=E_a-E_c\neq0\).

**Solution.** Define

\[
\rho_{ac}(\mathbf k)=\langle a|e^{i\mathbf k\cdot\mathbf r}|c\rangle,\qquad
\mathbf T_{ac}(\mathbf k)=\langle a|\boldsymbol\alpha\, e^{i\mathbf k\cdot\mathbf r}|c\rangle .
\]

In the commutator of \(h\) with \(e^{i\mathbf k\cdot\mathbf r}\), the terms \(\beta m\) and \(V\) drop out, the latter because \(V\) is local. Since \(\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)\),

\[
[h,e^{i\mathbf k\cdot\mathbf r}]=\boldsymbol\alpha\cdot\mathbf k\,e^{i\mathbf k\cdot\mathbf r}.
\]

Between eigenstates the left side gives an energy difference:

\[
\mathbf k\cdot\mathbf T_{ac}(\mathbf k)=(E_a-E_c)\,\rho_{ac}(\mathbf k).
\]

This is the continuity equation for the transition current. Electron 2 carries \(e^{-i\mathbf k\cdot\mathbf r_2}\), so \(\mathbf k\) changes sign:

\[
\mathbf k\cdot\mathbf T_{bd}(-\mathbf k)=-(E_b-E_d)\rho_{bd}(-\mathbf k)=(E_d-E_b)\rho_{bd}(-\mathbf k).
\]

The longitudinal integrand becomes

\[
\frac{[\hat{\mathbf k}\cdot\mathbf T_{ac}(\mathbf k)][\hat{\mathbf k}\cdot\mathbf T_{bd}(-\mathbf k)]}{\omega^2}
=\frac{(E_a-E_c)(E_d-E_b)}{\omega^2}\,\frac{\rho_{ac}(\mathbf k)\rho_{bd}(-\mathbf k)}{k^2}.
\]

Energy conservation makes both differences equal to \(\omega\), so the first fraction is 1. What remains is the matrix element of

\[
4\pi\alpha_{\rm fs}\!\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r_{12}}}{k^2}
=\frac{2\alpha_{\rm fs}}{\pi}\int_0^\infty\! dk\,\frac{\sin kr_{12}}{kr_{12}}
=\frac{\alpha_{\rm fs}}{r_{12}},
\]

where the angular integral is \(4\pi\sin(kr_{12})/(kr_{12})\) and \(\int_0^\infty dx\,\sin x/x=\pi/2\). This is the instantaneous Coulomb repulsion.

The equality holds for these matrix elements, not for the operators. Off the energy shell the factor \((E_a-E_c)(E_d-E_b)/\omega^2\) generally differs from 1.

The field shows what has happened. From (a), \(A_L=-J_L/\omega^2\), so \(E_L=i\omega A_L=-iJ_L/\omega\). Continuity, \(kJ_L=\omega\rho\), turns this into \(E_L=-i\rho/k\), which satisfies Gauss's law \(ikE_L=\rho\). The longitudinal current builds up the electrostatic field of the charge it transports.

## (d) Comparison with the Feynman gauge

**Question.** In the Feynman gauge the integrand is \(e^2(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)/(k^2-\omega^2-i0)\). Show that the on-shell total is the same.

**Solution.** Write \(\rho,\mathbf T\) for electron 1 and \(\rho',\mathbf T'\) for electron 2, and let \(\perp\) mark parts perpendicular to \(\mathbf k\). By continuity the longitudinal product is \(\omega^2\rho\rho'/k^2\), so

\[
\frac{\rho\rho'-\mathbf T\cdot\mathbf T'}{k^2-\omega^2}
=\frac{\rho\rho'(1-\omega^2/k^2)}{k^2-\omega^2}-\frac{\mathbf T_\perp\cdot\mathbf T'_\perp}{k^2-\omega^2}
=\frac{\rho\rho'}{k^2}+\frac{\mathbf T_\perp\cdot\mathbf T'_\perp}{\omega^2-k^2}.
\]

The right side is the temporal-gauge result after (c), and also the Coulomb-gauge form. The Feynman gauge retards the charge interaction, adding

\[
\rho\rho'\left[\frac1{k^2-\omega^2}-\frac1{k^2}\right]=\frac{\omega^2\rho\rho'}{k^2(k^2-\omega^2)},
\]

and its longitudinal currents subtract the same amount.

## (e) The direct term, \(\omega=0\)

**Question.** If each electron returns to its own state, both \(\omega\) and \(\mathbf k\cdot\mathbf T_{aa}\) vanish, and the longitudinal term reads \(0/0\). What determines its value?

**Solution.** Continuity alone does not; a condition on the states is needed. With \(q=-e\), the Hamiltonian is

\[
H=\int d^3r\,\tfrac12(\mathbf E^2+\mathbf B^2)+\sum_n\left[\boldsymbol\alpha_n\cdot(\mathbf p_n-q\mathbf A(\mathbf r_n))+\beta_nm+V(\mathbf r_n)\right].
\]

Its field equation is \(\partial_t\mathbf E=\nabla\times\mathbf B-\mathbf J\). The divergence gives \(\partial_t\nabla\cdot\mathbf E=-\nabla\cdot\mathbf J=\partial_t\rho\), where \(\rho\) is now the electrons' charge density. Thus \(G=\nabla\cdot\mathbf E-\rho\) is conserved, but with \(A^0=0\) no field equation sets it to zero. Gauss's law must be imposed on the physical states as \(G\Psi=0\).

On such states \(\mathbf E_L(\mathbf k)=-i\mathbf k\rho(\mathbf k)/k^2\), and

\[
\tfrac12\int d^3r\,\mathbf E_L^2=\tfrac12\int\!\frac{d^3k}{(2\pi)^3}\frac{|\rho(\mathbf k)|^2}{k^2}.
\]

The two cross terms between the electrons add up to \(q^2/(4\pi r_{12})=\alpha_{\rm fs}/r_{12}\). The remaining terms are self-energies and do not belong to the exchange between electrons.

It remains to remove \(\mathbf A_L=\nabla\chi\) from the Dirac term. The momentum conjugate to \(\mathbf A\) is \(\partial_t\mathbf A=-\mathbf E\), so \(\mathbf E=i\,\delta/\delta\mathbf A\), and Gauss's law reads \(\nabla\cdot(\delta\Psi/\delta\mathbf A)=-i\rho\Psi\). For a small change \(\delta\mathbf A=\nabla\lambda\),

\[
\delta\Psi=\int d^3r\,\nabla\lambda\cdot\frac{\delta\Psi}{\delta\mathbf A}
=-\int d^3r\,\lambda\,\nabla\cdot\frac{\delta\Psi}{\delta\mathbf A}
=iq\sum_n\lambda(\mathbf r_n)\Psi .
\]

Therefore \(\Psi=\exp[iq\sum_n\chi(\mathbf r_n)]\,\Phi\), where \(\Phi\) depends on the electron variables and the transverse field, but not on \(\mathbf A_L\). When \(\mathbf p_n\) acts on the phase it produces \(q\nabla\chi(\mathbf r_n)\), which cancels \(-q\mathbf A_L(\mathbf r_n)\). The Hamiltonian for \(\Phi\) is that of the Coulomb gauge, with \(\alpha_{\rm fs}/r_{12}\) present for direct and exchange terms alike.

## (f) The same limit from slowly switched sources

**Question.** Let two charge components be \(\rho_n(t)=\rho_ng(t)\), with \(g\) rising smoothly from 0 to 1, staying there, and returning to 0. Find their longitudinal interaction.

**Solution.** At fixed \(k\neq0\), continuity \(\dot\rho+ikJ_L=0\) requires \(J_L=i\dot g\rho/k\): charge that appears must flow in. Integrating \(\ddot A_L=J_L\) from rest gives \(\dot A_L=ig\rho/k\). The time-integrated energy is minus the cross action. Integrating by parts, with \(g=0\) at both ends,

\[
-\!\int\! J_1^*A_2\,dt=\frac{i\rho_1^*}{k}\int\!\dot gA_2\,dt
=-\frac{i\rho_1^*}{k}\int\! g\dot A_2\,dt=\frac{\rho_1^*\rho_2}{k^2}\int\! g^2dt .
\]

This is the Coulomb value for as long as the charges are present. Take edges of the form \(s=\tfrac12(1+\tanh t)\), with the ramp time as unit, separated by \(w\gg1\). Then \(\int g\,dt=w\). Each edge lowers \(\int g^2dt\) below this by \(\int(s-s^2)dt=\tfrac14\int\operatorname{sech}^2t\,dt=\tfrac12\). The energy per unit plateau time, relative to Coulomb, is therefore \(1-1/w\). Numerical integration of the equation of motion gives 0.9000, 0.9900 and 0.9975 for \(w=10\), 100 and 400. The deficit belongs to the ramps and vanishes for a long plateau.

## (g) A 1s–2p₁/₂ exchange integral

**Question.** For a point nucleus with \(Z=50\), compute the exchange integral in which electron 1 goes from 1s to 2p₁/₂ and electron 2 makes the reverse transition, all states having \(m_j=+\tfrac12\). Obtain the longitudinal part from currents and compare it with the Coulomb integral from charges.

**Solution.** Here \(V=-Z\alpha_{\rm fs}/r\). Let \(s=\uparrow/\sqrt{4\pi}\) and \(\eta=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,s\). The (upper, lower) components are

\[
\psi_{1s}=\frac1r(P_1s,\;iQ_1\eta),\qquad \psi_{2p}=\frac1r(P_2\eta,\;iQ_2s).
\]

Since \(\eta^\dagger s=s^\dagger\eta=-\cos\theta/4\pi\), the transition density is

\[
\psi_{2p}^\dagger\psi_{1s}=-\frac{\cos\theta}{4\pi r^2}R,\qquad R=P_1P_2+Q_1Q_2 .
\]

The matrix \(\boldsymbol\alpha\) connects upper with lower components through \(\boldsymbol\sigma\). With \((\boldsymbol\sigma\cdot\hat{\mathbf r})\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})=2\hat{\mathbf r}(\boldsymbol\sigma\cdot\hat{\mathbf r})-\boldsymbol\sigma\),

\[
\psi_{2p}^\dagger\boldsymbol\alpha\psi_{1s}=\frac{i}{4\pi r^2}\left[P_2Q_1(2\hat{\mathbf r}\cos\theta-\hat{\mathbf z})-P_1Q_2\hat{\mathbf z}\right].
\]

To Fourier transform, write \(2\hat{\mathbf r}\cos\theta-\hat{\mathbf z}=2(\hat{\mathbf r}\cos\theta-\hat{\mathbf z}/3)-\hat{\mathbf z}/3\). Integrated over angles with \(e^{i\mathbf k\cdot\mathbf r}\), a constant gives \(4\pi j_0(kr)\), \(\cos\theta\) gives \(4\pi i j_1\cos\theta_k\), and the traceless bracket gives \(-4\pi j_2(\hat{\mathbf k}\cos\theta_k-\hat{\mathbf z}/3)\). Hence \(\rho=-i\cos\theta_kS\), \(\hat{\mathbf k}\cdot\mathbf T=-i\cos\theta_kL\) and \(\mathbf T_\perp=-i\hat{\mathbf z}_\perp N\), with

\[
S=\int_0^\infty\! R\,j_1\,dr,\qquad L=\int_0^\infty\!\left[\tfrac13P_2Q_1(j_0+4j_2)+P_1Q_2j_0\right]dr,
\]
\[
N=\int_0^\infty\!\left[\tfrac13P_2Q_1(j_0-2j_2)+P_1Q_2j_0\right]dr .
\]

Continuity now says \(kL=\omega S\). The energies are \(0.9310594\,mc^2\) and \(0.9826137\,mc^2\), so \(\omega=0.0515543\,mc^2\), or 26.34 keV. At \(k=0.3\,mc/\hbar\), with the overall signs of the orbitals chosen so that \(S>0\), the integrals are \(L=0.0275668\) and \(S=0.160414\). Thus \(kL=0.3\times0.0275668=0.008270\) and \(\omega S=0.051554\times0.160414=0.008270\), both in \(mc^2\).

The second electron supplies the complex conjugate amplitudes. The angular averages of \(\cos^2\theta_k\) and \(|\hat{\mathbf z}_\perp|^2\) are \(\tfrac13\) and \(\tfrac23\), and \(e^2\int d^3k/(2\pi)^3\) becomes \((2\alpha_{\rm fs}/\pi)\int k^2dk\) acting on the average. With \(\mathcal P\) the principal value, the longitudinal part and the real transverse part are

\[
K_L=\frac{2\alpha_{\rm fs}}{3\pi\omega^2}\int_0^\infty\! k^2L^2dk,\qquad
K_\perp=\frac{4\alpha_{\rm fs}}{3\pi}\,\mathcal P\!\!\int_0^\infty\!\frac{k^2N^2}{\omega^2-k^2}\,dk .
\]

The Coulomb integral from densities needs only the dipole term of \(1/|\mathbf r-\mathbf r'|\). Its angular factor is \((4\pi/3)^2/(4\pi)^2=\tfrac19\):

\[
K_C=\frac{\alpha_{\rm fs}}9\int_0^\infty\!\!\int_0^\infty\! R(r)R(r')\frac{r_<}{r_>^2}\,dr\,dr' .
\]

The two routes give \(K_L=7.8875\) eV and \(K_C=7.8875\) eV, with a relative difference of about \(2\times10^{-13}\), which is the tail left out by ending the \(k\) integral at \(26\,mc/\hbar\). The real transverse part is \(-3.2896\) eV, and the real total is \(7.8875-3.2896=4.5979\) eV. The \(i0\) also gives the transverse part an imaginary piece from the pole at \(k=\omega\), where the photon is real: \(-\tfrac23\alpha_{\rm fs}\,\omega N(\omega)^2=-0.437\) eV. It is not included in the totals quoted here. The transverse part is thus 42% of the longitudinal part in magnitude, too large to neglect in this integral.

In the Feynman gauge the real charge and current parts are 8.4165 and \(-3.8186\) eV, with the same total. Relative to the temporal-gauge split, 0.529 eV has moved between the parts, as derived in (d).

The exchange integral enters the energy of the antisymmetric pair with a minus sign. The direct Coulomb integral is 356.28 eV, both as a pair integral and as the field energy \(\int\mathbf E_1\cdot\mathbf E_2\,d^3r\) of (e). These are first-order integrals; the direct magnetic term, nuclear size, recoil, radiative corrections and two-photon exchange are left out.

## (h) Orbitals from different potentials

**Question.** What happens to (c) if \(|a\rangle\) and \(|c\rangle\) are eigenstates of Hamiltonians with different local potentials \(V_a\) and \(V_c\)?

**Solution.** The commutator is replaced by

\[
h_ae^{i\mathbf k\cdot\mathbf r}-e^{i\mathbf k\cdot\mathbf r}h_c=\left[\boldsymbol\alpha\cdot\mathbf k+V_a-V_c\right]e^{i\mathbf k\cdot\mathbf r},
\]

and its matrix element gives

\[
\mathbf k\cdot\mathbf T_{ac}=(E_a-E_c)\rho_{ac}-\langle a|(V_a-V_c)e^{i\mathbf k\cdot\mathbf r}|c\rangle .
\]

The last term spoils continuity, and division by \(\omega^2\) carries the fault into the energy. If the 2p₁/₂ orbital is taken from a field of charge 49 while 1s stays at 50, then \(V_a-V_c=\alpha_{\rm fs}/r\). With \(\omega=E_a-E_c=26.71\) keV, the longitudinal integral is then 7.013 eV, against a Coulomb integral of 7.431 eV from the same orbitals: a deficit of 5.6% relative to the Coulomb value. A nonlocal potential also endangers the result, because it need not commute with \(e^{i\mathbf k\cdot\mathbf r}\). The reduction of the longitudinal term to the Coulomb repulsion in (c) rests on the orbitals and the current satisfying the same continuity equation; without it the equality is in general lost, as this example shows. The full set of values is in the numerical output.

## Numbers as computed

```
nuclear charge Z = 50
fine-structure constant = 0.007297353
electron rest energy = 510998.951 eV
E(1s) = 0.93105940 mc^2
E(2p1/2) = 0.98261371 mc^2
omega = E(2p1/2) - E(1s) = 0.05155431 mc^2
omega = 26344.20 eV
continuity, k in mc/hbar; S, L dimensionless; k L and omega S in mc^2:
 k=0.1 S=0.10224585 L=0.05271214 kL=0.005271214 omegaS=0.005271214
 k=0.3 S=0.16041391 L=0.02756676 kL=0.008270027 omegaS=0.008270027
 k=1.0 S=0.01781427 L=0.00091840 kL=0.000918402 omegaS=0.000918402
exchange integrals <2p 1s|I|1s 2p>, real part:
 temporal, longitudinal (currents) = 7.88750 eV
 Coulomb (charge densities) = 7.88750 eV
 relative difference = 1.8e-13
 temporal, transverse = -3.28961 eV
 temporal, total = 4.59789 eV
 Feynman, charge part = 8.41645 eV
 Feynman, current part = -3.81856 eV
 Feynman, total = 4.59789 eV
direct Coulomb, pair integral = 356.2762 eV
direct Coulomb, field energy = 356.2762 eV
switched sources: plateau/ramp time, energy/Coulomb value:
   10  0.900000
  100  0.990000
  400  0.997500
2p1/2 orbital from charge 49, 1s from charge 50:
 omega = 26711.58 eV
 temporal, longitudinal = 7.0133 eV
 Coulomb = 7.4312 eV
 longitudinal/Coulomb - 1 = -5.62 %
```
